# Coalescence of an unnatural-parity singlet pair: the 2p3p singlet P state

**Setting**

Hartree atomic units are used. Two electrons move nonrelativistically about a fixed point nucleus of charge \(Z\):
\[ H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac{\lambda}{r},\qquad \mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2),\quad \mathbf r=\mathbf r_1-\mathbf r_2 . \]
Plain letters are lengths, hats mark unit vectors, and \(\lambda=1\) is the physical repulsion. \(\Psi\) is the spatial function, symmetric under exchange for a singlet and antisymmetric for a triplet. A state of total orbital angular momentum \(L\) has natural parity if inversion of both electrons gives \((-1)^L\), and unnatural parity if it gives \((-1)^{L+1}\). The relative wave \(l\) is the part of \(\Psi\) that depends on \(\hat{\mathbf r}\) through \(Y_{lm}(\hat{\mathbf r})\) at fixed \(\mathbf R\) and \(r\).

**Problems**

(a) Which relative waves can a singlet of sharp \(L,M\) and unnatural parity contain, and what is \(\Psi\) at \(\mathbf r=0\)?

(b) For a bounded eigenfunction of this symmetry and fixed \(\mathbf R\neq0\), find the leading power of \(r\), its \(l\), and the first correction to it.

(c) Build the 2p3p \({}^1P^e\) function, \(M=0\), from hydrogenic orbitals and find its leading term at coalescence.

(d) Multiply it by \(1+\gamma r\) and find the \(\gamma\) that keeps \(H\Psi/\Psi\) finite for \(\lambda=1\).

(e) Compute the state variationally for helium and extract the correction of (b) without imposing it.

**Hints**

(a) Write exchange in terms of \(\mathbf R\) and \(\mathbf r\). Average \(\Psi\) over \(\hat{\mathbf r}\) and ask which parity a function of one vector can have.

(b) Sort the Schrödinger equation by degree in \(\mathbf r\). The action of \(\nabla_r^2\) on \(r^kY_{lm}\) is the tool.

(c) Two p orbitals couple to \(L=1\) through a cross product. Ask what exchange symmetry this leaves for the radial factor.

(d) The orbital product is an eigenfunction at \(\lambda=0\). Use Euler's relation \(\mathbf r\cdot\nabla f=kf\) for \(f\) homogeneous of degree \(k\).

(e) Factor out the cross product and expand the rest in the three distances.

**Solution (a)**

Exchange leaves \(\mathbf R\) fixed and sends \(\mathbf r\to-\mathbf r\). Since \(Y_{lm}(-\hat{\mathbf r})=(-1)^lY_{lm}(\hat{\mathbf r})\), a singlet has no odd-\(l\) waves.

The \(l=0\) wave is the average
\[ \bar\Psi(\mathbf R;r)=\frac1{4\pi}\int d\Omega_{\mathbf n}\,\Psi(\mathbf R,r\mathbf n). \]
Let \(Q\) be a rotation or the inversion. It acts on both electrons, hence on \(\mathbf R\) and \(\mathbf r\) together. The measure \(d\Omega\) is invariant under \(Q\), so \(\mathbf n\) may be replaced by \(Q\mathbf n\):
\[ \bar\Psi(Q\mathbf R;r)=\frac1{4\pi}\int d\Omega_{\mathbf n}\,\Psi(Q\mathbf R,rQ\mathbf n). \]
The right side is the average of the transformed state. Therefore \(\bar\Psi\), a function of the one vector \(\mathbf R\), transforms as \(\Psi\) does, with the same \(L\), \(M\) and parity. A function of one vector with quantum numbers \(L,M\) is \(g(R;r)Y_{LM}(\hat{\mathbf R})\), and its parity is \((-1)^L\). Unnatural parity demands \((-1)^{L+1}\), so \(g=-g=0\). The s wave is absent at every \(r\), and the limit \(r\to0\) of the average of a continuous \(\Psi\) gives \(\Psi(\mathbf R,0)=0\). The waves left are \(l=2,4,\dots\)

The argument needs \(\bar\Psi\) to depend on one vector. It holds for a two-electron atom and for a pair function of sharp \(L\) and parity in a spherical field. It fails for the full wave function of three or more electrons, where the average also depends on \(\mathbf r_3,\dots\), which can carry the symmetry. When a field breaks the spherical symmetry \(L\) is not sharp and the argument in this form does not apply, but a residual symmetry can preserve the conclusion. In an electric field along \(z\), a state with \(M=0\) that is odd under reflection in the planes containing \(z\) still has \(\bar\Psi=0\), because a function of one vector with \(M=0\) depends only on its length and its \(z\) component and is even under those reflections.

**Solution (b)**

The chain rule gives \(\nabla_1=\tfrac12\nabla_R+\nabla_r\) and \(\nabla_2=\tfrac12\nabla_R-\nabla_r\). The cross terms cancel in the sum of squares, \(\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2\), so \(H\Psi=E\Psi\) reads
\[ \nabla_r^2\Psi=\frac{\lambda}{r}\Psi-D\Psi,\qquad D=E+\frac Z{r_1}+\frac Z{r_2}+\tfrac14\nabla_R^2 . \]
With \(r_{1,2}^2=R^2\pm\mathbf R\cdot\mathbf r+r^2/4\), the nuclear term is a power series in \(\mathbf r\) for \(r<2R\), and it is even in \(\mathbf r\) because exchange leaves it unchanged. Hence \(D=D_0+O(r^2)\) with \(D_0=E+2Z/R+\tfrac14\nabla_R^2\), which changes neither the degree in \(\mathbf r\) nor \(l\). At \(R=0\) the range \(r<2R\) is empty. There the limit \(r\to0\) is the triple coalescence, the domain of the Fock expansion, and nothing below applies to it.

From \(\nabla_r^2=r^{-2}\partial_rr^2\partial_r-r^{-2}\mathbf l^2\),
\[ \nabla_r^2\,(r^kY_{lm})=[k(k+1)-l(l+1)]\,r^{k-2}Y_{lm}. \]
The bracket vanishes for \(k=l\) and \(k=-l-1\), and boundedness removes the second. Assume \(\Psi=\sum_{k\ge0}\Psi_k\) with \(\Psi_k\) homogeneous of degree \(k\) in \(\mathbf r\). By (a), \(\Psi_0=0\) and each \(\Psi_k\) has even \(l\ge2\).

Degree \(-1\): \(\nabla_r^2\Psi_1=\lambda\Psi_0/r=0\). The bracket \(2-l(l+1)\) is nonzero for even \(l\), so \(\Psi_1=0\).

Degree \(0\): \(\nabla_r^2\Psi_2=\lambda\Psi_1/r-D_0\Psi_0=0\). The bracket \(6-l(l+1)\) vanishes for \(l=2\) alone, so \(\Psi_2=r^2\sum_mw_m(\mathbf R)Y_{2m}(\hat{\mathbf r})\).

Degree \(1\): \(\nabla_r^2\Psi_3=\lambda\Psi_2/r-D_0\Psi_1=\lambda\Psi_2/r\). For \(l=2\) the bracket is \(12-6=6\). For \(l=4,6,\dots\) the bracket \(12-l(l+1)\) is nonzero and the source is zero. The free solution \(r^3Y_{3m}\) is odd. Therefore \(\Psi_3=\lambda r\Psi_2/6\), and
\[ \Psi=r^2\sum_mw_m(\mathbf R)Y_{2m}(\hat{\mathbf r})\Big[1+\frac{\lambda r}{6}\Big]+O(r^4). \]

Degree \(2\): \(\nabla_r^2\Psi_4=\lambda^2\Psi_2/6-D_0\Psi_2\). The source is pure \(l=2\), with bracket \(20-6=14\), so
\[ \Psi_4=\frac{r^2}{14}\Big[\frac{\lambda^2}{6}-D_0\Big]\Psi_2+r^4\sum_mv_m(\mathbf R)Y_{4m}. \]
No bracket with a nonzero source has vanished, so no logarithm is needed through this order. The \(r^4\) term depends on \(E\), \(Z\) and \(\mathbf R\), while the factor \(1/6\) does not. Where all \(w_m\) vanish at some \(\mathbf R\), the function starts at a higher power there or vanishes for every \(\mathbf r\).

The same step for a leading wave \(r^lY_{lm}\) has the bracket \((l+1)(l+2)-l(l+1)=2(l+1)\), so the slope is \(\lambda/(2l+2)\). It is the Kato value \(1/2\) for \(l=0\). The kinetic energy of the term \(r\cdot r^lY_{lm}\) must cancel the Coulomb singularity, and it carries the factor \(2(l+1)\), so a higher wave needs a smaller slope.

**Solution (c)**

Write a p orbital as a Cartesian coordinate times \(f\) of the distance \(\rho\) to the nucleus. The radial equation is \(-\tfrac12f''-2f'/\rho-Zf/\rho=\epsilon f\). For \(f_2=e^{-Z\rho/2}\) the \(1/\rho\) terms are \(Z/\rho-Z/\rho=0\) and \(\epsilon=-Z^2/8\). For \(f_3=p\,e^{-Z\rho/3}\), \(p=1-c\rho\), the left side divided by the exponential is
\[ -\frac{Zc}{3}-\frac{Z^2}{18}p+\frac{2c}{\rho}-\frac Z3\Big(\frac1\rho-c\Big). \]
The constants \(\mp Zc/3\) cancel, the \(1/\rho\) terms cancel for \(c=Z/6\), and \(\epsilon=-Z^2/18\).

The nine products of a component of \(\mathbf r_1\) with one of \(\mathbf r_2\) split under rotation into the trace (\(L=0\)), the antisymmetric part \(\mathbf r_1\times\mathbf r_2\) (\(L=1\)) and the symmetric traceless part (\(L=2\)). The cross product is even under inversion, so \(L=1\) is unnatural, and its \(z\) component \(\chi\) has \(M=0\). It is odd under exchange, so the singlet needs an odd radial factor:
\[ \Psi^0=\chi\,G,\qquad \chi=(\mathbf r_1\times\mathbf r_2)_z,\qquad G=f_2(r_1)f_3(r_2)-f_3(r_1)f_2(r_2). \]
With two 2p orbitals \(G\) would vanish, so 2p3p is the first such singlet configuration. The function is left unnormalized.

The angular factor is
\[ (\mathbf R+\tfrac12\mathbf r)\times(\mathbf R-\tfrac12\mathbf r)=-\tfrac12\mathbf R\times\mathbf r+\tfrac12\mathbf r\times\mathbf R=\mathbf r\times\mathbf R . \]
For the radial factor set \(s=r_1+r_2\), \(t=r_1-r_2\). Expanding the square roots, \(r_{1,2}=R\pm\tfrac12\hat{\mathbf R}\cdot\mathbf r+O(r^2)\), so \(s=2R+O(r^2)\). Since \(st=r_1^2-r_2^2=2\mathbf R\cdot\mathbf r\), it follows that \(t=\hat{\mathbf R}\cdot\mathbf r+O(r^3)\). With \(r_{1,2}=(s\pm t)/2\), \(G\) is odd in \(t\), and its \(t\) derivative at \(t=0\) is
\[ \tfrac12(f_2'f_3-f_2f_3')-\tfrac12(f_3'f_2-f_3f_2')=f_2'f_3-f_2f_3'\equiv W . \]
With \(p=1-ZR/6\),
\[ W(R)=e^{-5ZR/6}\Big[-\frac Z2p+\frac Z6+\frac Z3p\Big]=e^{-5ZR/6}\,\frac Z6(1-p)=\frac{Z^2R}{36}e^{-5ZR/6}. \]
Thus \(G=W(R)\,\hat{\mathbf R}\cdot\mathbf r+O(r^3)\) and
\[ \Psi^0=\frac{Z^2}{36}e^{-5ZR/6}\,q+O(r^4),\qquad q=(\mathbf r\times\mathbf R)_z\,(\mathbf R\cdot\mathbf r). \]
One power of \(r\) comes from the angular factor and one from the radial factor. Write \((\mathbf r\times\mathbf R)_z=\mathbf a\cdot\mathbf r\) with \(\mathbf a=\mathbf R\times\hat{\mathbf z}\). Then \(\nabla_r^2q=2\,\mathbf a\cdot\mathbf R=0\), so \(q\) is a harmonic quadratic, pure \(l=2\), with the two perpendicular nodal planes \(\mathbf a\cdot\mathbf r=0\) and \(\mathbf R\cdot\mathbf r=0\). For \(\mathbf R\) on the \(z\) axis \(\mathbf a=0\) and this \(M=0\) component vanishes for every \(\mathbf r\). There is no \(r^3\) term, as (b) requires at \(\lambda=0\).

For \(Z=2\), \(R=2\) bohr the prefactor is \((4/36)e^{-20/6}=3.96378\times10^{-3}\) bohr\(^{-2}\). Direct evaluation of \(\Psi^0/q\) at \(\mathbf R=(4,2,4)/3\) bohr and \(\mathbf r=0.001\,(1,2,2)/3\) bohr gives the same figure.

Other configurations behave alike. For Clebsch–Gordan coupled hydrogenic pairs with \(Z=2\) and \(M=1\) (\(M=0\) for the S term) at the same \(\mathbf R\), take the norm \(N(r)\) of \(\Psi\) over the directions \(\hat{\mathbf r}\), and the order \(\log_2[N(0.01)/N(0.005)]\), \(r\) in bohr. It is 2.000 for 2p3d \({}^1D^o\), 3d4d \({}^1P^e\) and 3d4d \({}^1F^e\), and 0.000 for the natural singlets 2p3p \({}^1S^e\), \({}^1D^e\) and 2p3d \({}^1P^o\).

**Solution (d)**

Let \(H=H_0+1/r\) with \(H_0\Psi^0=E_0\Psi^0\), \(E_0=-Z^2(1/8+1/18)\). The factor \(1+\gamma r\) is untouched by \(\nabla_R\), and \(\nabla_rr=\hat{\mathbf r}\), \(\nabla_r^2r=2/r\). The product rule for \(-\nabla_r^2\) gives
\[ H\,[\Psi^0(1+\gamma r)]=(1+\gamma r)\Big(E_0+\frac1r\Big)\Psi^0-\gamma\Big[\frac2r\Psi^0+2\,\hat{\mathbf r}\cdot\nabla_r\Psi^0\Big]. \]
Euler's relation for the quadratic leading term gives \(\hat{\mathbf r}\cdot\nabla_r\Psi^0=2\Psi^0/r+O(r^3)\). The bracket is \(6\Psi^0/r+O(r^3)\). Along any direction with \(q\ne0\),
\[ \frac{H\Psi}{\Psi}=\frac{1-6\gamma}{r}+O(1), \]
which is finite for \(\gamma=1/6\). A six-dimensional central-difference Laplacian in 70-digit arithmetic at \(r=10^{-6}\) bohr, evaluated at \(\gamma=0\) and \(\gamma=1\) and interpolated linearly to the zero of \(rH\Psi/\Psi\), gives 0.16667 bohr\(^{-1}\). The s-wave value \(\gamma=1/2\) would leave \(-2/r\), a singularity twice as strong as the uncorrected \(+1/r\) and of opposite sign.

**Solution (e)**

The three components of a \(P^e\) state form a vector function \(\mathbf V(\mathbf r_1,\mathbf r_2)\) that turns with rotations and is unchanged by inversion. Inversion followed by a rotation through \(\pi\) about the normal to the plane of \(\mathbf r_1,\mathbf r_2\) returns both points to their places and reverses the in-plane components of \(\mathbf V\). These components therefore vanish, and \(\Psi=\chi F(r_1,r_2,r)\), with \(F\) antisymmetric for the singlet.

In an orbital expansion, \(L=1\) needs \(|l_1-l_2|\le1\) and even parity needs \(l_1+l_2\) even, so \(l_1=l_2\ge1\). No s orbital enters, the 1s ionization continuum is of another symmetry, and the lowest threshold for \(P^e\) is He\(^+\)(2p) at \(-Z^2/8=-0.5\) hartree. The lowest variational root is an upper bound to the lowest \({}^1P^e\) level.

For the kinetic energy of one electron, with \(F,F'\) two basis functions,
\[ \nabla(\chi F)\cdot\nabla(\chi F')=\chi^2\nabla F\cdot\nabla F'+\nabla\cdot(FF'\chi\nabla\chi)-FF'\chi\nabla^2\chi , \]
as expanding both sides shows. The divergence integrates to zero, and \(\nabla^2\chi=0\) because \(\chi\) is linear in each electron's coordinates. The average over orientations turns \(\chi^2\) into \(|\mathbf r_1\times\mathbf r_2|^2/3\). The volume element is \(4\pi r_1^2dr_1\cdot2\pi r_2^2dr_2\,d\cos\theta_{12}=8\pi^2r_1r_2r\,dr_1dr_2dr\), from \(r^2=r_1^2+r_2^2-2r_1r_2\cos\theta_{12}\). With \(F_1=\partial F/\partial r_1\) and \(F_r=\partial F/\partial r\),
\[ \nabla_1F=F_1\hat{\mathbf r}_1+F_r\hat{\mathbf r},\qquad \hat{\mathbf r}_1\cdot\hat{\mathbf r}=\frac{r_1^2+r^2-r_2^2}{2r_1r}. \]
Electron 2 contributes the same integral by exchange symmetry.

The perimetric coordinates \(a=r_2+r-r_1\), \(b=r_1+r-r_2\), \(c=r_1+r_2-r\) each run from 0 to \(\infty\) by the triangle inequalities. They give \(r_1=(b+c)/2\), \(r_2=(a+c)/2\), \(r=(a+b)/2\), a constant Jacobian, and \(F_1=-F_a+F_b+F_c\), \(F_r=F_a+F_b-F_c\). The half perimeter is \((a+b+c)/2\), and its excesses over \(r_1,r_2,r\) are \(a/2,b/2,c/2\). Heron's formula for the triangle area then gives
\[ |\mathbf r_1\times\mathbf r_2|^2=4(\text{area})^2=\tfrac14\,abc\,(a+b+c). \]
Exchange swaps \(a\) and \(b\). With \(u_i(x)=L_i^{(1)}(x)e^{-x/2}\), orthogonal under the weight \(x\), the basis is
\[ [u_i(\alpha a)u_j(\alpha b)-u_j(\alpha a)u_i(\alpha b)]\,u_k(\beta c),\qquad i<j,\quad i+j+k\le\Omega, \]
with the chosen scales \(\alpha=0.63\), \(\beta=1.4\) bohr\(^{-1}\). The factor \(r_1r_2r\) clears the denominators, so beyond the weight \(xe^{-x}\) each integrand is a polynomial of degree at most \(2\Omega+3\) in each variable. Gauss–Laguerre quadrature with \(\Omega+3\) points integrates degree \(2\Omega+5\) without error. The generalized eigenvalue problem gives \(E\) and \(F\).

The quadratic vanishing is built into \(\chi F\). The slope is not: near coalescence \(F\approx t\,[g_0(s)+r\,g_1(s)]\), where \(g_0\) and \(g_1\) are \(e^{-\beta s/2}\) times polynomials of degree \(\Omega-1\) in \(s\). Since \(a=r-t\), \(b=r+t\), \(c=s-r\), the exponential of the basis is \(e^{-\beta s/2}e^{(\beta/2-\alpha)r}\), and the cut on the total degree ties only the top coefficients of the two polynomials, in the ratio \(\beta/2-\alpha=0.07\) bohr\(^{-1}\). The other coefficients are free, and \(g_1=\lambda g_0/6\) is not imposed. To extract it, project out the \(l=2\) wave with the addition theorem,
\[ P_2\Psi(\mathbf n)=\frac5{4\pi}\int d\Omega'\,P_2(\mathbf n\cdot\mathbf n')\,\Psi(\mathbf R,r\mathbf n'), \]
and form \(A(r)=\|P_2\Psi\|/r^2\), the norm taken over \(\mathbf n\). By (b), \(A(r)/A(0)=1+\lambda r/6+O(r^2)\). The sphere was sampled with 12 Gauss–Legendre polar points and 20 azimuths, \(\hat{\mathbf R}=(2,1,2)/3\), and a sixth-degree polynomial was fitted to \(A\) at ten Chebyshev radii between 0.02 and 0.40 bohr.

| \(\Omega\) | functions | \(E\) (hartree) | slope at \(R=2.5\) bohr (bohr\(^{-1}\)) |
|---|---|---|---|
| 12 | 203 | −0.580246472 | 0.1661 |
| 16 | 444 | −0.580246473 | 0.1666 |
| 20 | 825 | −0.580246473 | 0.1666 |

Before rounding, the energies are upper bounds for this Hamiltonian, and they agree to the digits shown from \(\Omega=16\) on. At \(\Omega=20\) the ratio of potential to kinetic energy is \(-2.0000000\), the virial value for Coulomb forces. The bound lies below the threshold by \(-0.5-(-0.5802465)=0.0802465\) hartree, and \(0.0802465\times27.2114=2.18\) eV. The level is thus bound within the Hamiltonian used, which omits nuclear motion, relativity and radiative decay.

At \(\Omega=12\) the energy differs from the \(\Omega=20\) value by one unit in the last digit shown, less than \(2\times10^{-9}\) hartree, while the slope, 0.1661 bohr\(^{-1}\), lies 0.3% below \(1/6\). The energy is weakly sensitive to this region: the density there scales as \(r^4\) and the volume element as \(r^2dr\).

At \(\Omega=20\) the slopes at \(R=2,\,2.5,\,3\) bohr are 0.1666, 0.1666, 0.1667 bohr\(^{-1}\), independent of \(R\) to \(10^{-4}\) bohr\(^{-1}\). With \(\lambda=1/2\) all three are 0.0833, which is \(1/12\), and \(E=-0.64599855\) hartree. With \(\lambda=0\) they are 0.0000 and \(E=-0.7222222\) hartree, the value of \(-4(1/8+1/18)\).

The range of the linear factor is seen at \(R=2.5\) bohr. The fitted \(r^2\) coefficient of \(A(r)/A(0)\), which belongs to the state-dependent \(l=2\) part of \(\Psi_4\), is \(-0.0378\) bohr\(^{-2}\). At \(r=0.1\) bohr the computed ratio is 1.01628 against \(1+r/6=1.01667\), and adding \(-0.0378\times0.01=-0.00038\) gives 1.01629. At \(r=0.3\) bohr the ratio is 1.04642 against 1.05000, and adding \(-0.0378\times0.09=-0.0034\) gives 1.0466. The linear factor alone is too high there by \(0.00358/1.04642=0.3\%\) of the computed ratio. The \(l=4\) wave, projected in the same way at \(r=0.05\) and \(0.1\) bohr, grows with the power 4.007.

**Variation 1: the triplet of the same symmetry**

Does unnatural parity raise the order of vanishing of \({}^3P^e\)? The triplet is odd in \(\mathbf r\), so it has odd \(l\) and \(\Psi_0=0\). The argument of (a) removes the s wave, which is already absent, and leaves \(l=1\) untouched. Here \(F\) is symmetric and need not vanish at \(r=0\), so \(\Psi_1=(\mathbf r\times\mathbf R)_z\,F(R,R,0)\), linear in \(\mathbf r\) and pure \(l=1\). Degree 0 reads \(\nabla_r^2\Psi_2=\lambda\Psi_1/r\), with bracket \(6-2=4\) for \(l=1\), and the free solution \(r^2Y_{2m}\) is even and excluded. So \(\Psi=\Psi_1(1+\lambda r/4)+O(r^3)\). In (d) Euler's relation now gives \(\hat{\mathbf r}\cdot\nabla_r\Psi^0\to\Psi^0/r\), the bracket becomes \(4\Psi^0/r\), and the residue is \(1-4\gamma\). The finite-difference root for 2p3p \({}^3P^e\) is 0.25000 bohr\(^{-1}\).

The method of (e) with a plus sign in the basis and \(i\le j\) gives, for He 2p\(^2\) \({}^3P^e\) at \(\Omega=12\) (252 functions), the upper bound \(E=-0.7105001\) hartree. The slope of \(\|P_1\Psi\|/r\) at \(R=2\) bohr is 0.2492 bohr\(^{-1}\), 0.3% below \(1/4\). That the shortfall is basis truncation is a conjecture, resting on the similar shortfall of the singlet at \(\Omega=12\).

**Variation 2: a closed form in a harmonic well**

Replace the nuclear attraction by \(\tfrac12\omega^2(r_1^2+r_2^2)\), take \(\lambda=1\), and find \(\omega\) such that \(\Psi=q\,(1+\gamma r)\,e^{-\omega r^2/4}e^{-\omega R^2}\) is an eigenfunction. Since \(r_1^2+r_2^2=2R^2+r^2/2\),
\[ H=\Big[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\Big]+\Big[-\tfrac14\nabla_R^2+\omega^2R^2\Big]. \]
For \(q\) harmonic of degree 2 and \(h\) radial, the product rule and Euler's relation give \(\nabla^2(qh)=q\,(h''+2h'/r+4h'/r)\). Take \(h=Pe^{-\omega r^2/4}\), so that \(h'=(P'-\tfrac12\omega rP)e^{-\omega r^2/4}\) and \(h''=(P''-\omega rP'-\tfrac12\omega P+\tfrac14\omega^2r^2P)e^{-\omega r^2/4}\). The \(\omega^2r^2\) terms cancel and the relative equation is
\[ -P''-\frac6rP'+\omega rP'+\tfrac72\omega P+\frac Pr=\varepsilon P . \]
Insert \(P=1+\gamma r\). The \(r^{-1}\) terms give \(1-6\gamma=0\). The \(r^1\) terms give \(\omega\gamma+\tfrac72\omega\gamma=\varepsilon\gamma\), so \(\varepsilon=\tfrac92\omega\). The \(r^0\) terms give \(\tfrac72\omega+\gamma=\varepsilon\), so \(\omega=\gamma=1/6\).

In \(\mathbf R\), \(q=[(\hat{\mathbf z}\times\mathbf r)\cdot\mathbf R]\,(\mathbf r\cdot\mathbf R)\) is also harmonic of degree 2, because \((\hat{\mathbf z}\times\mathbf r)\cdot\mathbf r=0\). With \(h=e^{-\omega R^2}\), \(h'=-2\omega Rh\) and \(h''=(4\omega^2R^2-2\omega)h\), so \(-\tfrac14(h''+6h'/R)+\omega^2R^2h=(\tfrac12\omega+3\omega)h\). The energy is \(\tfrac92\omega+\tfrac72\omega=8\omega=4/3\) hartree. As \(q=\tfrac12\chi\,(r_1^2-r_2^2)\), this is a \({}^1P^e\) state. It is a pure \(l=2\) relative wave at every \(r\), and the condition \(R\ne0\) is not needed, since the well is smooth at the origin.
